# Fractional-spin constancy and its violation by LDA for hydrogen: a numerical check

```python
"""
Result under test: the exact energy of a mixture of degenerate ground states is
constant, so a hydrogen atom with spin densities (g*n, (1-g)*n) has energy -1/2
hartree for every g between 0 and 1. LDA violates this, most strongly at g = 1/2.

Symbols: n = exp(-2r)/pi is the exact 1s density, g the spin-up fraction,
J the Hartree energy, Ex and Ec the LDA exchange and correlation energies.
LDA means Slater exchange with Perdew-Wang correlation. Atomic units throughout.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from pyscf import gto, dft

EV = physical_constants["Hartree energy in eV"][0]
XC = "LDA_X,LDA_C_PW"

# ---- Ensemble functional of a lattice model, from its dual (Lieb) form ----
ring = np.ones((3, 3)) - np.eye(3)
levels, states = np.linalg.eigh(ring)
assert abs(levels[0] - levels[1]) < 1e-12 and levels[2] > levels[1] + 1
axis = np.linspace(-6, 6, 121)
ua, ub = np.meshgrid(axis, axis, indexing="ij")
fields = np.stack([ua.ravel(), ub.ravel(), np.zeros(ua.size)], axis=1)
matrices = ring[None, :, :] + fields[:, :, None] * np.eye(3)[None, :, :]
lowest = np.linalg.eigvalsh(matrices)[:, 0]


def ensemble_energy(density):
    return np.max(lowest - fields @ density)


mixed_density = 0.3 * states[:, 0]**2 + 0.7 * states[:, 1]**2
ring_mixed = ensemble_energy(mixed_density)
ring_other = ensemble_energy(np.array([0.9, 0.05, 0.05]))
assert abs(ring_mixed - levels[0]) < 1e-10
assert ring_other > levels[0] + 0.05

# ---- Equal superposition of assignments: reduced state of one copy ----
for copies in range(2, 6):
    for chosen in range(1, copies):
        psi = np.array([float(sum(bits) == chosen)
                        for bits in itertools.product((0, 1), repeat=copies)])
        psi /= np.linalg.norm(psi)
        for site in range(copies):
            block = np.moveaxis(psi.reshape((2,) * copies), site, 0)
            block = block.reshape(2, -1)
            weight = chosen / copies
            assert np.allclose(block @ block.T, np.diag([1 - weight, weight]))


# ---- Stretched H2: full diagonalization with one up and one down electron ----
def s_basis(exponents):
    return {"H": [[0, [float(a), 1.0]] for a in exponents]}


def two_electron_problem(mol):
    overlap = mol.intor("int1e_ovlp")
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    s, u = np.linalg.eigh(overlap)
    ortho = (u / np.sqrt(s)) @ u.T
    h = ortho.T @ core @ ortho
    m = len(h)
    g = mol.intor("int2e").reshape(m, m, m, m)
    for _ in range(4):
        g = np.tensordot(g, ortho, axes=(0, 0))
    one = np.eye(m)
    ham = np.kron(h, one) + np.kron(one, h)
    ham += g.transpose(0, 2, 1, 3).reshape(m * m, m * m)
    return ham, ortho


small = s_basis(0.03 * 3.0**np.arange(7))
R_pair = 40.0
pair = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R_pair)]], unit="Bohr",
             basis=small, verbose=0)
small_atom = gto.M(atom="H 0 0 0", basis=small, spin=1, verbose=0)
e_small, c_small = eigh(small_atom.intor("int1e_kin") +
                        small_atom.intor("int1e_nuc"),
                        small_atom.intor("int1e_ovlp"))
ham, ortho = two_electron_problem(pair)
m = len(ortho)
pair_lowest = np.linalg.eigvalsh(ham)[0] + 1 / R_pair
swap = np.eye(m * m).reshape(m, m, m, m).transpose(1, 0, 2, 3)
swap = swap.reshape(m * m, m * m)
# the penalty lifts triplets, leaving the singlet as lowest state
e_sing, v_sing = np.linalg.eigh(ham + 5.0 * (np.eye(m * m) - swap))
pair_singlet = e_sing[0] + 1 / R_pair
amp = v_sing[:, 0].reshape(m, m)
up_matrix, down_matrix = amp @ amp.T, amp.T @ amp
half = m // 2
up_on_A = np.trace(up_matrix[:half, :half])
down_on_A = np.trace(down_matrix[:half, :half])
points = np.array([[0.2, 0, 0], [0.7, 0, 0], [1.5, 0, 0], [0, 0, 2.5]])
ao_pair = pair.eval_gto("GTOval_sph", points) @ ortho
ao_atom = small_atom.eval_gto("GTOval_sph", points)
atom_density = (ao_atom @ c_small[:, 0])**2
for matrix in (up_matrix, down_matrix):
    local = np.einsum("xp,pq,xq->x", ao_pair, matrix, ao_pair)
    assert np.allclose(local, atom_density / 2, atol=1e-6)
assert abs(up_on_A - 0.5) < 1e-6 and abs(down_on_A - 0.5) < 1e-6
assert abs(pair_singlet - 2 * e_small[0]) < 1e-6
assert abs(pair_lowest - 2 * e_small[0]) < 1e-6
anion = gto.M(atom="H 0 0 0", basis=small, charge=-1, verbose=0)
e_anion = np.linalg.eigvalsh(two_electron_problem(anion)[0])[0]
assert e_anion > 2 * e_small[0]

# ---- LDA on the exact 1s density, by radial quadrature ----
x, wx = np.polynomial.legendre.leggauss(400)
r, w = 15 * (x + 1), 15 * wx
n = np.exp(-2 * r) / np.pi
shell = 4 * np.pi * r**2 * w
kinetic = 0.5 * np.sum(shell * np.exp(-2 * r) / np.pi)
external = -np.sum(shell * n / r)
# potential of the 1s charge from Gauss's law
hartree_potential = 1 / r - np.exp(-2 * r) * (1 + 1 / r)
J = 0.5 * np.sum(shell * n * hartree_potential)
assert abs(np.sum(shell * n) - 1) < 1e-10
assert abs(kinetic - 0.5) < 1e-10 and abs(external + 1) < 1e-10
assert abs(J - 5 / 16) < 1e-10
# the assumed potential must solve Poisson's equation
step = 1e-3
rp = np.array([0.5, 1.0, 2.0])


def r_times_potential(t):
    return 1 - np.exp(-2 * t) * (t + 1)


second = (r_times_potential(rp + step) - 2 * r_times_potential(rp)
          + r_times_potential(rp - step)) / step**2
assert np.allclose(second, -4 * np.pi * rp * np.exp(-2 * rp) / np.pi, atol=1e-5)


def lda_part(code, g):
    spin_densities = np.array([g * n, (1 - g) * n])
    per_electron = dft.libxc.eval_xc(code, spin_densities, spin=1)[0]
    return np.sum(shell * n * per_electron)


def frozen(g):
    ex, ec = lda_part("LDA_X,", g), lda_part(",LDA_C_PW", g)
    return ex, ec, kinetic + external + J + ex + ec


ex_half_formula = -(81 / 256) * 3**(1 / 3) * np.pi**(-2 / 3)
ex_full_formula = 2**(1 / 3) * ex_half_formula
scan = {g: frozen(g) for g in (0.5, 0.6, 0.75, 0.9, 1.0)}
for g, (ex, ec, total) in scan.items():
    scaled = ex_full_formula * (g**(4 / 3) + (1 - g)**(4 / 3))
    assert abs(ex - scaled) < 1e-7
    assert total <= scan[0.5][2]

# Perdew-Wang parameters: A, alpha1, beta1, beta2, beta3, beta4
PW = {0.5: (0.031091, 0.21370, 7.5957, 3.5876, 1.6382, 0.49294),
      1.0: (0.015545, 0.20548, 14.1189, 6.1977, 3.3662, 0.62517)}
rs = (3 / (4 * np.pi * n))**(1 / 3)
for g, (A, a1, b1, b2, b3, b4) in PW.items():
    poly = b1 * rs**0.5 + b2 * rs + b3 * rs**1.5 + b4 * rs**2
    eps = -2 * A * (1 + a1 * rs) * np.log1p(1 / (2 * A * poly))
    assert abs(np.sum(shell * n * eps) - scan[g][1]) < 2e-6

dEx = scan[0.5][0] - scan[1.0][0]
dEc = scan[0.5][1] - scan[1.0][1]
violation_frozen = scan[0.5][2] - scan[1.0][2]
assert dEx > 0 > dEc and violation_frozen > 0

# ---- Self-consistent LDA atoms with fixed occupations ----
large_exponents = 0.02 * 2.2**np.arange(14)
large = s_basis(large_exponents)
atom = gto.M(atom="H 0 0 0", basis=large, spin=1, verbose=0)
e_core, c_core = eigh(atom.intor("int1e_kin") + atom.intor("int1e_nuc"),
                      atom.intor("int1e_ovlp"))
assert abs(e_core[0] + 0.5) < 1e-5
exact_orbital_dm = np.outer(c_core[:, 0], c_core[:, 0])


def relaxed_atom(g):
    mf = dft.UKS(atom)
    mf.xc, mf.conv_tol, mf.init_guess = XC, 1e-10, "1e"
    mf.grids.level = 5

    def fixed_occupations(mo_energy=None, mo_coeff=None):
        occ = np.zeros((2, len(mo_energy[0])))
        occ[0, 0], occ[1, 0] = g, 1 - g
        return occ

    mf.get_occ = fixed_occupations
    energy = mf.kernel()
    assert mf.converged
    dm = np.array([g * exact_orbital_dm, (1 - g) * exact_orbital_dm])
    assert abs(mf.energy_tot(dm) - scan[g][2]) < 5e-5
    assert energy < scan[g][2] + 1e-6
    return energy


E_full, E_half = relaxed_atom(1.0), relaxed_atom(0.5)
violation = E_half - E_full
assert violation > 0

# ---- Restricted LDA for stretched H2 must reach twice the half-half atom ----
R_mol = 30.0
h2 = gto.M(atom=[["H", (0, 0, -R_mol / 2)], ["H", (0, 0, R_mol / 2)]],
           unit="Bohr", basis=large, symmetry=True, verbose=0)
rks = dft.RKS(h2)
rks.xc, rks.conv_tol, rks.init_guess = XC, 1e-10, "1e"
rks.grids.level = 5
rks.irrep_nelec = {"A1g": 2}
E_h2 = rks.kernel()
assert rks.converged
assert abs(E_h2 - 2 * E_half) < 5e-5

# ---- Output ----
print("Ring, hopping matrix element +1 (energies in units of it)")
print(f"  degenerate ground level            {levels[0]:.6f}")
print(f"  ensemble energy, 0.3/0.7 mixture   {ring_mixed:.6f}")
print(f"  same, density (0.9,0.05,0.05)      {ring_other:.4f}")
print("Stretched H2, full diagonalization, 7 s Gaussians per atom")
print(f"  separation                         {R_pair:.1f} bohr")
print(f"  H atom energy in this basis        {e_small[0]:.6f} hartree")
print(f"  H2 singlet energy                  {pair_singlet:.6f} hartree")
print(f"  H anion energy, same s basis       {e_anion:.6f} hartree")
print(f"  spin-up electrons on atom A        {up_on_A:.6f}")
print(f"  spin-down electrons on atom A      {down_on_A:.6f}")
print("Exact 1s density")
print(f"  kinetic energy                     {kinetic:.6f} hartree")
print(f"  nuclear attraction                 {external:.6f} hartree")
print(f"  Hartree energy J                   {J:.6f} hartree")
print(f"  required exact Exc                 {-J:.6f} hartree")
print("Perdew-Wang A, alpha1, beta1..beta4 (atomic units)")
print("  unpolarized", *PW[0.5])
print("  polarized  ", *PW[1.0])
print("LDA on exact density: g, Ex, Ec, total energy (hartree)")
for g, (ex, ec, total) in scan.items():
    print(f"  {g:.2f}  {ex:.6f}  {ec:.6f}  {total:.6f}")
print(f"  exchange change, g=1 to 1/2        {dEx:.6f} hartree")
print(f"  correlation change, g=1 to 1/2     {dEc:.6f} hartree")
print(f"  violation, exact density           {violation_frozen:.6f} hartree")
print(f"  violation, exact density           {violation_frozen * EV:.4f} eV")
print(f"  total error at g=1/2               {scan[0.5][2] + 0.5:.6f} hartree")
print(f"  total error at g=1                 {scan[1.0][2] + 0.5:.6f} hartree")
print("Self-consistent LDA, even-tempered s Gaussians")
print(f"  number of functions per atom       {len(large_exponents)}")
print(f"  smallest exponent, ratio           {large_exponents[0]:.2f} bohr^-2,"
      f" {large_exponents[1] / large_exponents[0]:.1f}")
print(f"  exact-Hamiltonian energy in basis  {e_core[0]:.6f} hartree")
print(f"  energy, g=1                        {E_full:.5f} hartree")
print(f"  energy, g=1/2                      {E_half:.5f} hartree")
print(f"  violation                          {violation:.5f} hartree")
print(f"  violation                          {violation * EV:.3f} eV")
print(f"  total error at g=1/2               {E_half + 0.5:.5f} hartree")
print(f"  total error at g=1/2               {(E_half + 0.5) * EV:.3f} eV")
print(f"  restricted H2 separation           {R_mol:.1f} bohr")
print(f"  restricted H2 energy               {E_h2:.5f} hartree")
print(f"  twice the g=1/2 atom               {2 * E_half:.5f} hartree")
print(f"  H2 dissociation-limit error        {E_h2 + 1:.5f} hartree")
print(f"  H2 dissociation-limit error        {(E_h2 + 1) * EV:.3f} eV")
print("all tests passed")
```

Output:

```
Ring, hopping matrix element +1 (energies in units of it)
  degenerate ground level            -1.000000
  ensemble energy, 0.3/0.7 mixture   -1.000000
  same, density (0.9,0.05,0.05)      -0.7485
Stretched H2, full diagonalization, 7 s Gaussians per atom
  separation                         40.0 bohr
  H atom energy in this basis        -0.499775 hartree
  H2 singlet energy                  -0.999550 hartree
  H anion energy, same s basis       -0.512052 hartree
  spin-up electrons on atom A        0.500000
  spin-down electrons on atom A      0.500000
Exact 1s density
  kinetic energy                     0.500000 hartree
  nuclear attraction                 -1.000000 hartree
  Hartree energy J                   0.312500 hartree
  required exact Exc                 -0.312500 hartree
Perdew-Wang A, alpha1, beta1..beta4 (atomic units)
  unpolarized 0.031091 0.2137 7.5957 3.5876 1.6382 0.49294
  polarized   0.015545 0.20548 14.1189 6.1977 3.3662 0.62517
LDA on exact density: g, Ex, Ec, total energy (hartree)
  0.50  -0.212742  -0.041392  -0.441633
  0.60  -0.214640  -0.040814  -0.442954
  0.75  -0.224859  -0.037675  -0.450034
  0.90  -0.245350  -0.030899  -0.463749
  1.00  -0.268037  -0.022184  -0.477721
  exchange change, g=1 to 1/2        0.055296 hartree
  correlation change, g=1 to 1/2     -0.019208 hartree
  violation, exact density           0.036088 hartree
  violation, exact density           0.9820 eV
  total error at g=1/2               0.058367 hartree
  total error at g=1                 0.022279 hartree
Self-consistent LDA, even-tempered s Gaussians
  number of functions per atom       14
  smallest exponent, ratio           0.02 bohr^-2, 2.2
  exact-Hamiltonian energy in basis  -0.499998 hartree
  energy, g=1                        -0.47871 hartree
  energy, g=1/2                      -0.44567 hartree
  violation                          0.03304 hartree
  violation                          0.899 eV
  total error at g=1/2               0.05433 hartree
  total error at g=1/2               1.479 eV
  restricted H2 separation           30.0 bohr
  restricted H2 energy               -0.89133 hartree
  twice the g=1/2 atom               -0.89133 hartree
  H2 dissociation-limit error        0.10867 hartree
  H2 dissociation-limit error        2.957 eV
all tests passed
```
